# Magnetic circular dichroism: A, B, C terms and Kramers doublet saturation, part 3

A molecule in a static field $\mathbf B=B\mathbf n$ absorbs light travelling along $\mathbf n$. We study $\Delta\sigma=\sigma_L-\sigma_R$, the left minus right circular cross-section at photon energy $E$.

The Hamiltonian is $H_0+bM$, with $b=\mu_BB$ and $M=\mathbf n\cdot(\mathbf L+g_e\mathbf S)/\hbar$. Left and right light act through $m_\pm=(m_u\pm im_v)/\sqrt2$, with $\mathbf m$ the electric dipole and $\mathbf u\times\mathbf v=\mathbf n$; $m_\pm$ changes the angular momentum along $\mathbf n$ by $\pm\hbar$. Energies are in zJ ($10^{-21}$ J), and $K=\pi/\varepsilon_0\hbar c$.

A band leads from level $A$ (degeneracy $d$, states $a$) to level $J$ (states $j$), with projectors $P_A,P_J$, energies $E_A,E_J$ and $E_{JA}=E_J-E_A$. $M_a,M_j$ are the eigenvalues of $M$ within each level. The shape $f$ has unit area and width $w$; $\Delta$ is a gap to other levels. With $\Delta D_{ja}=|\langle j|m_+|a\rangle|^2-|\langle j|m_-|a\rangle|^2$,
$$A_1=\frac1d\sum_{a,j}\Delta D_{ja}\,(M_j-M_a),\qquad C_0=-\frac1d\sum_{a,j}\Delta D_{ja}\,M_a,\tag{5}$$
$$B_0=\frac2d\,\mathrm{Re}\sum_{a,j}\sum_\pm(\pm)\langle j|m_\pm|a\rangle^*\left[\sum_{k\notin J}\frac{\langle j|M|k\rangle\langle k|m_\pm|a\rangle}{E_J-E_k}+\sum_{k\notin A}\frac{\langle j|m_\pm|k\rangle\langle k|M|a\rangle}{E_A-E_k}\right].\tag{6}$$
The dipole strength is
$$D_0=\frac1{2d}\sum_{a,j}\left(|\langle j|m_+|a\rangle|^2+|\langle j|m_-|a\rangle|^2\right),$$
and the zero-field absorption is $\sigma=KD_0Ef$.

For a Kramers doublet $A$ ($d=2$), the low and high states have $M_a=\mp g/2$. The operator
$$O=P_A\left(m_+^\dagger P_Jm_+-m_-^\dagger P_Jm_-\right)P_A$$
is traceless, $\Delta D_{\rm low}=\langle{\rm low}|O|{\rm low}\rangle$, and $C_0=-\tfrac12\mathrm{Tr}(OM)=\tfrac12g\,\Delta D_{\rm low}$. With $x=gb/2k_BT$,
$$\frac{\Delta\sigma}{E}=K\left[bA_1(-f')+bB_0f+\frac{2C_0}g\tanh\!\left(\frac{g\mu_BB}{2k_BT}\right)f\right].\tag{8}$$
Neglected terms are of relative order $b^2/\Delta^2$, $b^2/w\Delta$ and $b^2/w^2$ (section 8). The zeroth moment is $\int(\Delta\sigma/KE)\,dE$.

Earlier results: spinless s to p has $A_1/D_0=2$ (section 3). With spin–orbit coupling $\zeta\,\mathbf l\cdot\mathbf s$, two close C terms of opposite sign form a temperature-dependent, derivative-like pseudo-A feature (section 4). Sublevels sharing vibrational functions shift rigidly, as with totally symmetric modes; Jahn–Teller coupling breaks this (section 7). "The program" is the accompanying numerical check.

## 9. Orientation and powders

Expanding $O$ with $m_+^\dagger=m_-$,
$$m_+^\dagger P_Jm_+-m_-^\dagger P_Jm_-=i\,(m_uP_Jm_v-m_vP_Jm_u),$$
since the terms $m_uP_Jm_u$ and $m_vP_Jm_v$ cancel and the cross terms add. With $u_iv_j-v_iu_j=\epsilon_{ijk}n_k$ this is $i\,\mathbf n\cdot(\mathbf m\times P_J\mathbf m)$, linear in $\mathbf n$. Traceless $2\times2$ Hermitian matrices are real combinations of Pauli matrices $\sigma_k$, so in any fixed basis of the doublet
$$O(\mathbf n)=n_iW_{ik}\sigma_k,\qquad P_AMP_A=\tfrac12n_ig_{ik}\sigma_k$$
with real $3\times3$ matrices $W$ and $g_{ik}$. The Zeeman operator is $\tfrac12g\,\hat{\mathbf a}\cdot\boldsymbol\sigma$ with $g(\mathbf n)=|g^{\rm T}\mathbf n|$ and $\hat{\mathbf a}=g^{\rm T}\mathbf n/g$. The low state has $\langle\boldsymbol\sigma\rangle=-\hat{\mathbf a}$, so $\Delta D_{\rm low}=-n_iW_{ik}\hat a_k$. With $\mathrm{Tr}\,\sigma_k\sigma_l=2\delta_{kl}$, $C_0=-\tfrac12\mathrm{Tr}(OM)=-\tfrac12n_iW_{ik}g_{lk}n_l=\tfrac12g\,\Delta D_{\rm low}$ as before. The program builds $W$ and $g_{ik}$ in the model without symmetry and asserts these relations. Equation (8) holds for every fixed direction, principal or not, with $g=g(\mathbf n)$ and $C_0=C_0(\mathbf n)$ a quadratic form in $\mathbf n$.

A frozen solution or powder averages over $\mathbf n$:
$$S(B/T)=\left\langle\Delta D_{\rm low}(\mathbf n)\tanh\frac{g(\mathbf n)b}{2k_BT}\right\rangle .$$
If $g$ is isotropic the tanh leaves the average and a single curve results. Otherwise $S$ is a mixture of tanh curves. The one tanh with the same initial slope and the same limit $S_\infty=\langle\Delta D_{\rm low}\rangle$ has $g_{\rm eff}=2\langle C_0\rangle/S_\infty=\langle\Delta D_{\rm low}\,g\rangle/\langle\Delta D_{\rm low}\rangle$. If $\Delta D_{\rm low}(\mathbf n)$ has one sign, this is a weighted mean of $g$, and because tanh is concave for positive argument, Jensen's inequality gives $S/S_\infty\le\tanh(g_{\rm eff}b/2k_BT)$, with equality at finite field only when $g$ takes a single value on the orientations that contribute.

For a molecule with a fourfold axis or S$_4$ axis, $g^2$ and $C_0$ are quadratic forms unchanged by a quarter turn of $\mathbf n$, so with $c=\cos\theta$
$$g^2=g_\parallel^2c^2+g_\perp^2(1-c^2),\qquad C_0=C_\parallel c^2+C_\perp(1-c^2),\qquad S=\int_0^1\frac{2C_0}g\tanh\frac{gb}{2k_BT}\,dc .$$
The extreme case $g_\perp=0$ has $C_\perp=0$, since $C_0=\tfrac12g\Delta D_{\rm low}$ vanishes on the equator. Then, with $y=g_\parallel b/2k_BT$, $S=(2C_\parallel/g_\parallel)\int_0^1c\tanh(cy)\,dc$. The integral starts as $y/3$ and tends to $\tfrac12$, so $g_{\rm eff}=2g_\parallel/3$. For large $y$, write $\tanh t=1-2/(e^{2t}+1)$ and extend the second integral to infinity: $\int_0^\infty2t\,dt/(e^{2t}+1)=\tfrac12\int_0^\infty s\,ds/(e^s+1)=\tfrac12\sum_k(-1)^{k+1}/k^2=\pi^2/24$. Hence $S/S_\infty=1-\pi^2/12y^2$ up to exponentially small terms. Saturation is approached as a power, because molecules near the equator see almost no splitting.

The program treats a near-Ising case in the d–p model of section 10, with the energies rearranged to $xz,yz$ at 0, $x^2-y^2$ at 100, $z^2$ at 200, $xy$ at 300 zJ and $\zeta=-20$ zJ, for the band to $z^2$. It finds $g_\parallel=3.918$, $g_\perp=0.219$. It asserts that the orientation average of the zeroth moment of (8) matches exact diagonalization within $10^{-3}$ of $S_\infty$ at 4.2 K from 1 to 10 T, and that the C part departs from the single tanh by more than 1% of $S_\infty$. The printed values differ visibly from the pure Ising case: $g_{\rm eff}=2.25$ where $2g_\parallel/3=2.61$, and the largest departure found, $0.118$ of $S_\infty$, occurs at 10 T, the end of the range, so it is a lower bound on the departure over all fields. The cause follows from the axial formulas. Write $g=\alpha\sqrt{c^2+\rho^2}$ with $\alpha=(g_\parallel^2-g_\perp^2)^{1/2}=3.912$ and $\rho=g_\perp/\alpha=0.0561$. Then $\alpha\langle1/g\rangle=\operatorname{arsinh}(1/\rho)=3.575$, $\alpha\langle c^2/g\rangle=\tfrac12[\sqrt{1+\rho^2}-\rho^2\operatorname{arsinh}(1/\rho)]=0.495$, and $\alpha\langle(1-c^2)/g\rangle=3.080$. With $r=C_\perp/C_\parallel$, $g_{\rm eff}=\langle C_0\rangle/\langle C_0/g\rangle=\alpha(1+2r)/[3(0.495+3.080r)]$. At $r=0$ this is $2.63$, so $g_\perp$ alone does not lower $g_{\rm eff}$; the printed $2.25$ requires $r=0.044$. This small $C_\perp$ is divided by the small $g$ near the equator and supplies $3.080r/(0.495+3.080r)=21\%$ of $S_\infty$. Its weight $(1-c^2)/g$ is largest on the equator, where the argument of the tanh at 10 T is only $0.2193\times(0.06492\times10/7)/(2\times0.05799)=0.175$, and the argument grows as $\sqrt{c^2+\rho^2}$ away from it. This part therefore saturates more slowly than the $C_\parallel$ part, whose weight $c^2/g$ is largest along the axis, while $S_\infty$ counts all orientations as saturated.

## 10. One d electron in a D$_{2d}$ field

The model has round parameters and represents no particular material. One electron moves in five d and three p orbitals. The diagonal energies are $z^2$: 0, $x^2-y^2$: 100, $xz,yz$: 200, $xy$: 240, p: 1000 zJ. The odd part of the ligand field, of the form $xyz$, couples $xy$ with $p_z$, $xz$ with $p_y$ and $yz$ with $p_x$, each by $V=100$ zJ. Spin–orbit coupling with $\zeta=4$ zJ acts in the d shell only. The dipole connects d with p through the radial integral $R=50$ pm, $(eR)^2=6.41742\times10^{-59}\ \mathrm{C^2m^2}$. All bands are Gaussians of standard deviation $w=10$ zJ. The field of 7 T lies along $z$, $b=0.06492$ zJ. Every level is a Kramers doublet. The ground doublet has $g_\parallel=2.00092$ and $g_\perp=1.87346$; $g_\parallel$ stays near $g_e=2.00232$ because $l_z$ annihilates $z^2$, so the correction linear in $\zeta$, which needs a matrix element of $l_z$ from the ground orbital, is absent. From here $g=g_\parallel$.

| band | $E$/zJ | $D_0/\mathrm{C^2m^2}$ | $A_1/D_0$ | $B_0/D_0$ in zJ$^{-1}$ | $C_0/D_0$ |
|---|---|---|---|---|---|
| 1 | 99.91 | $1.287\times10^{-64}$ | 3.744 | $-0.0095$ | 2.001 |
| 2 | 185.97 | $3.178\times10^{-62}$ | $-1.941$ | $-0.0095$ | $-2.001$ |
| 3 | 189.69 | $3.142\times10^{-62}$ | $-1.886$ | $-0.0053$ | 2.001 |
| 4 | 227.51 | $8.152\times10^{-64}$ | 4.206 | $-0.181$ | 2.001 |

The signs of $C_0$ follow from symmetry. A quarter turn about $z$ sends $xy\to-xy$ and inversion sends $z\to-z$ with $xy$ unchanged, so their product leaves $xyz$ invariant; it also commutes with $M$ for $\mathbf n\parallel z$. On a state of angular momentum $\mu=m_l+m_s$ it gives $e^{-i\mu\pi/2}$ times the parity. Write this as $e^{-i\nu\pi/2}$, with $\nu=\mu$ for d and $\nu=\mu+2$ for p, modulo 4. The label $\nu\in\{\pm\tfrac12,\pm\tfrac32\}$ is conserved with and without field. The operator $m_\pm$ changes $\mu$ by $\pm1$ and flips the parity, so it changes $\nu$ by $\pm1+2\equiv\mp1$. The low state is mainly $z^2\!\downarrow$, $\nu=-\tfrac12$. Left light takes it to $\nu=-\tfrac32$ and right light to $\nu=+\tfrac12$. A doublet has either $\nu=\pm\tfrac32$ or $\nu=\pm\tfrac12$, so the low state reaches it by one polarization only, with some strength $|m|^2$. Then $D_0=\tfrac14\cdot2|m|^2$, $\Delta D_{\rm low}=\pm2D_0$ and $C_0/D_0=\pm g$, with plus for $\nu=\pm\tfrac32$. The program asserts $|C_0/D_0|=g$ for all four bands. The pair $d_{+1}\!\downarrow,d_{-1}\!\uparrow$ has $\nu=\pm\tfrac12$ and $l_zs_z=-\tfrac12$; it is the lower component of $xz,yz$, band 2, with negative $C_0$. The pair $d_{+1}\!\uparrow,d_{-1}\!\downarrow$ has $\nu=\pm\tfrac32$, band 3, positive. The orbitals $x^2-y^2$ and $xy$ have $m_l\equiv2$, so spin up gives $\nu=\tfrac52\equiv-\tfrac32$, and bands 1 and 4 are positive. All four signs match the table. The same label shows that for $\mathbf n\parallel z$ the operator $M$ does not connect the upper doublets of bands 2 and 3. Their separation, $189.687-185.974=3.713$ zJ, is smaller than $w$, but for this field direction it does not appear as a denominator in (6); a field component perpendicular to $z$ flips the spin and does connect the two doublets. Giving both bands the same rigid shape is a model assumption, supported by the argument of section 7 if only totally symmetric modes couple, since these act alike on $xz$ and $yz$; the different spin–orbit admixtures of the two doublets make the equality approximate.

The strong bands can be estimated by hand at $\zeta\to0$. The combination $d_{+1}\propto xz+i\,yz$ couples to $p_y+ip_x=i(p_x-ip_y)\propto p_{-1}$. In the matrix with diagonal 200, 1000 and off-diagonal 100 zJ the lower state is $\cos\theta\,d_{+1}$ plus $\sin\theta\,p_{-1}$ up to phases, with $\cos2\theta=400/\sqrt{400^2+100^2}=0.9701$ and $\sin^2\theta=(1-0.9701)/2=0.01493$. The angular element is
$$\left\langle p_{-1}\left|\tfrac{x-iy}{\sqrt2\,r}\right|d_{z^2}\right\rangle=\sqrt{\tfrac3{4\pi}}\sqrt{\tfrac5{16\pi}}\;2\pi\int_{-1}^1\tfrac12(1-c^2)(3c^2-1)\,dc=\frac{\sqrt{15}}8\left(-\frac8{15}\right)=-\frac1{\sqrt{15}} .$$
So $D_0=\tfrac12(0.01493)(6.41742\times10^{-59})/15=3.19\times10^{-62}\ \mathrm{C^2m^2}$, within 2% of both printed values, which include $\zeta$. The state of positive angular momentum $d_{+1}$ is reached by right-circular light, because the intensity is borrowed from $p_{-1}$. With one line per sublevel, (5) reduces to $A_1/D_0=\pm2(M_j+g/2)$, where $j$ is the state reached from the low sublevel. For band 2, $M_j=\cos^2\theta-\sin^2\theta-g_e/2$ and the sign is minus, giving $-2(0.9701)=-1.940$; for band 3, $M_j=-0.9701-g_e/2$ with a plus sign gives the same. The printed $-1.941$ and $-1.886$ differ from this through spin–orbit admixtures, the only ingredient left out. Both A terms are negative, opposite to the atomic s–p case. Bands 1 and 4 are reached from $z^2\!\downarrow$ in a mainly spin-up state, so $M_j+g/2$ is near 2 and $A_1/D_0$ near 4; they are forbidden for this light at $\zeta=0$ and are weak. The large ratio $B_0/D_0$ of band 4 is not a mere consequence of weakness, since band 1 is weaker still and has $-0.0095\ \mathrm{zJ^{-1}}$. It comes mainly from the term of (6) in which the field mixes in the upper doublet of the strong band 3, which has the same label $\nu=\pm\tfrac32$ and lies only $227.506-189.687=37.8$ zJ below; this term alone gives $-0.186\ \mathrm{zJ^{-1}}$. Band 1 carries the same label and receives a term of similar size from band 3, $+0.162\ \mathrm{zJ^{-1}}$, but the term from band 4, $-0.155\ \mathrm{zJ^{-1}}$, nearly cancels it, so its small ratio is the remainder of a cancellation. The products $B_0$ are $-3.0$, $-1.7$ and $-1.5\times10^{-64}\ \mathrm{C^2m^2/zJ}$ for bands 2, 3 and 4.

Band 2 lies at 185.974 zJ (9362 cm$^{-1}$). Its own absorption at the band centre, leaving out the overlapping band 3, is
$$\sigma=KD_0\,\frac{E}{w\sqrt{2\pi}}=(1.12229\times10^{37})(3.1784\times10^{-62})\,\frac{185.974}{25.066}=2.647\times10^{-24}\ \mathrm{m^2}.$$
From $e^{-\sigma N_Ac_ml}=10^{-\varepsilon c_ml}$ for molar concentration $c_m$, $\varepsilon=\sigma N_A/\ln10$, and $1\ \mathrm{m^2/mol}=10\ \mathrm{L\,mol^{-1}cm^{-1}}$, this is $\varepsilon=6.92\ \mathrm{L\,mol^{-1}cm^{-1}}$.

The saturation curve is read from the zeroth moment divided by $\Delta D_{\rm low}=-2D_0=-6.357\times10^{-62}\ \mathrm{C^2m^2}$. By (8) it is $\tanh x+bB_0/\Delta D_{\rm low}$, and the second term is $0.06492\times(-9.5277\times10^{-3})/(-2)=3.093\times10^{-4}$. The splitting is $gb=0.12990$ zJ. At 4.2 K, $k_BT=0.05799$ zJ, $x=0.12990/0.11598=1.120$, $\tanh x=0.80758$ and the sum is $0.80789$.

| $T$/K | $x$ | $\tanh x$ | formula | exact |
|---|---|---|---|---|
| 1.5 | 3.13611 | 0.996231 | 0.996540 | 0.996540 |
| 4.2 | 1.12004 | 0.807582 | 0.807891 | 0.807891 |
| 10 | 0.47042 | 0.438535 | 0.438845 | 0.438845 |
| 50 | 0.09408 | 0.093807 | 0.094116 | 0.094116 |
| 300 | 0.01568 | 0.015679 | 0.015989 | 0.015989 |

The six digits serve only to show that the exact diagonalization resolves the B term and that this term is the same at all five temperatures; the program asserts agreement within $10^{-5}$ of $|\Delta D_{\rm low}|$. At 7 T the Curie form is good to 1% above $1.12004\times4.2/0.1743=27$ K. At 4.2 K it would give 1.120 in place of 0.808, above the limit of 1 that complete polarization sets.

The three parts can be compared in units of $D_0f_{\max}$. For a Gaussian, $-f'=(E-E_{JA})f/w^2$ peaks one standard deviation above the centre at $f_{\max}e^{-1/2}/w$. The A part there is $0.06492\times(-1.9406)\times0.6065/10=-7.64\times10^{-3}$. At the centre the B part is $0.06492\times(-9.5277\times10^{-3})=-6.19\times10^{-4}$, and the C part is $-2\tanh x$, which is $-1.615$ at 4.2 K and $-0.0314$ at 300 K. The ordering is that of $1/k_BT$, $1/w$ and $1/\Delta$ from section 1. For this band C leads even at 300 K, where the A peak is about a quarter of the C peak.

Bands 2 and 3 overlap, and their C terms nearly cancel in area: $[C_0(2)+C_0(3)]/C_0(2)=1-3.1415/3.1784=0.0116$. What remains is the pseudo-A feature of section 4, negative at low energy and positive at high energy. At 7 T and 1.5 K the maximum lies at 198.35 zJ (9985 cm$^{-1}$). Work in units of $D_0(2)f_{\max}$, with $D_0(3)/D_0(2)=0.9884$. The offsets are 12.376 zJ from band 2 and 8.663 zJ from band 3, giving Gaussian factors $e^{-0.7658}=0.4650$ and $e^{-0.3752}=0.6871$.

The C parts give $2(0.99623)[0.9884(0.6871)-0.4650]=0.4268$. The A parts give $0.06492(-1.9406)(0.12376)(0.4650)=-0.0073$ and $0.9884(0.06492)(-1.8858)(0.08663)(0.6871)=-0.0072$. The B parts together give $-0.0005$. The C tail of band 4, with strength ratio 0.0256 and Gaussian factor 0.0143, gives $+0.0007$. The sum is 0.4125. The unit at this energy is $2.6466\times10^{-24}\times198.35/185.974=2.823\times10^{-24}\ \mathrm{m^2}$, so
$$\Delta\sigma_{\max}=0.4125\times2.823\times10^{-24}=1.164\times10^{-24}\ \mathrm{m^2}\qquad(\Delta\varepsilon=3.05\ \mathrm{L\,mol^{-1}cm^{-1}}),$$
as printed. The minimum, at 178.25 zJ (8973 cm$^{-1}$), is $-1.118\times10^{-24}\ \mathrm{m^2}$ ($\Delta\varepsilon=-2.93\ \mathrm{L\,mol^{-1}cm^{-1}}$). The derivative-shaped feature has the sign opposite to that of the true A terms of the two bands; its dependence on temperature, $\tanh x$ against none, tells the two apart.

For the whole d–d spectrum the program places a Gaussian on every exact line and compares with (8) summed over the four bands. The largest difference in $\Delta\sigma/KE$, relative to the largest value of the exact curve, is $4.8\times10^{-5}$, of the order of $(b/w)^2=(0.06492/10)^2=4.2\times10^{-5}$ expected from section 8. Dropping the A terms raises it to $3.3\times10^{-2}$. The program asserts that the first error is below $10^{-3}$ and the second more than ten times the first. Since the exact curve uses the same Gaussian for every line, this comparison tests the expansion in $b/w$ and $b/\Delta$ and the tanh law; the rigid-shift assumption itself is tested only by the vibronic model of section 7.

## Numbers as computed

```
inputs/zJ: z2 0, x2-y2 100, xz,yz 200, xy 240, p 1000, V 100, zeta 4
R = 50 pm, Gaussian std = 10 zJ, B = 7 T, g_e = 2.00232
K = 1.12229e+37 C^-2, (eR)^2 = 6.41742e-59 C^2 m^2, muB B = 0.06492 zJ
g_par = 2.00092, g_perp = 1.87346, splitting = 0.12990 zJ
band 1: E = 99.910 zJ, D0 = 1.2866e-64 C^2 m^2
  A1/D0 = 3.7441, B0/D0 = -9.4571e-03 /zJ, C0/D0 = 2.0009
band 2: E = 185.974 zJ, D0 = 3.1784e-62 C^2 m^2
  A1/D0 = -1.9406, B0/D0 = -9.5277e-03 /zJ, C0/D0 = -2.0009
band 3: E = 189.687 zJ, D0 = 3.1415e-62 C^2 m^2
  A1/D0 = -1.8858, B0/D0 = -5.2805e-03 /zJ, C0/D0 = 2.0009
band 4: E = 227.506 zJ, D0 = 8.1520e-64 C^2 m^2
  A1/D0 = 4.2061, B0/D0 = -1.8058e-01 /zJ, C0/D0 = 2.0009
band 2: E = 9362 cm^-1, dD_low = -6.3569e-62 C^2 m^2, dD_low/D0 = -2.0000
band 2 peak sigma = 2.6466e-24 m^2 (eps = 6.92 L/mol/cm)
band 2: b B0/dD_low = 3.093e-04; C0(2)+C0(3) over C0(2) = 0.0116
T =   1.5 K: kT = 0.02071 zJ, x = 3.13611, tanh = 0.996231, formula = 0.996540, exact = 0.996540
T =   4.2 K: kT = 0.05799 zJ, x = 1.12004, tanh = 0.807582, formula = 0.807891, exact = 0.807891
T =  10.0 K: kT = 0.13806 zJ, x = 0.47042, tanh = 0.438535, formula = 0.438845, exact = 0.438845
T =  50.0 K: kT = 0.69032 zJ, x = 0.09408, tanh = 0.093807, formula = 0.094116, exact = 0.094116
T = 300.0 K: kT = 4.14195 zJ, x = 0.01568, tanh = 0.015679, formula = 0.015989, exact = 0.015989
band 2 peak parts/(D0 fmax), 4.2 K: A -7.641e-03, B -6.185e-04, C -1.615e+00
band 2 peak parts/(D0 fmax), 300.0 K: A -7.641e-03, B -6.185e-04, C -3.136e-02
tanh x / x = 0.99 at x = 0.1743
spectrum 7 T, 1.5 K: rel. error of formula 4.8e-05, without A term 3.3e-02
  max: E = 198.35 zJ (9985 cm^-1), dsigma = 1.1644e-24 m^2 (deps = 3.045 L/mol/cm)
  min: E = 178.25 zJ (8973 cm^-1), dsigma = -1.1183e-24 m^2 (deps = -2.925 L/mol/cm)
2S->2P1/2 (Delta 30 zJ): A1/D0 2.6682, B0/D0 0.04455 /zJ, C0/D0 2.0023
2S->2P3/2 (Delta 30 zJ): A1/D0 2.3341, B0/D0 -0.02227 /zJ, C0/D0 -1.0012
C1 model: residual ratio on halving b at fixed b/kT = 4.008
vibronic (coupling 1.5, width 0.3 quanta): shape error, first moment/b
  symmetric mode 5.8e-08, 2.00000; Jahn-Teller 1.067, 2.00000
powder model/zJ: xz,yz 0, x2-y2 100, z2 200, xy 300, p 1000, V 100, zeta -20; z2 band
  g_par = 3.9184, g_perp = 0.2193, slope/limit g = 2.2507
  max departure from one tanh (4.2 K, 1-10 T) = 0.1176 of saturation at 10 T
```
